# Hydrogen Polarizability in D Dimensions and Its Classical Large-D Limit

## Three dimensions first

Consider an electron bound to a fixed nucleus in a weak uniform electric field of strength $F$ along $+z$. Atomic units are used, and spin and relativity are left out. The electron has charge $-1$, so the field adds $+Fz$ to its energy:

$$
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r. \tag{1}
$$

In three dimensions the unperturbed ground state is $\psi_0=e^{-r}$, with $E_0=-1/2$. Normalization is postponed: $\langle A\rangle$ denotes $\langle\psi_0|A|\psi_0\rangle/\langle\psi_0|\psi_0\rangle$.

Write $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$. The reflection $z\to-z$ leaves $\psi_0^2$ unchanged, so $E_1=\langle z\rangle=0$. The next two orders of the Schrödinger equation are

$$
(H_0-E_0)\psi_1=-z\psi_0,\qquad (H_0-E_0)\psi_2+z\psi_1=E_2\psi_0. \tag{2}
$$

Project the second equation on $\psi_0$. The term with $\psi_2$ vanishes because $H_0$ is Hermitian and $(H_0-E_0)\psi_0=0$. The polarizability $\alpha$ is defined by $E=E_0-\alpha F^2/2+\dots$, hence

$$
E_2=\frac{\langle\psi_0|z|\psi_1\rangle}{\langle\psi_0|\psi_0\rangle},\qquad \alpha=-2E_2. \tag{3}
$$

To solve for $\psi_1$, write it as a function $u$ times $\psi_0$. The product rule gives $\nabla^2(u\psi_0)=\psi_0\nabla^2u+2\nabla u\cdot\nabla\psi_0+u\nabla^2\psi_0$. The last term combines with the potential and $E_0$ to give zero, leaving

$$
(H_0-E_0)(u\psi_0)=-\tfrac12\psi_0\nabla^2u-\nabla u\cdot\nabla\psi_0. \tag{4}
$$

For $\psi_0=e^{-r}$ the right side is $\psi_0(-\tfrac12\nabla^2u+\partial_ru)$. Try $u=-(z+zr/2)$. Since $\nabla^2z=0$, $\nabla^2(zr)=4z/r$, $\partial_rz=z/r$ and $\partial_r(zr)=2z$,

$$
-\tfrac12\nabla^2u+\partial_ru=\frac zr-\left(\frac zr+z\right)=-z,
$$

as (2) requires. With $\langle z^2h(r)\rangle=\langle r^2h(r)\rangle/3$, $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$, equation (3) gives

$$
\alpha=2\left\langle z^2\left(1+\frac r2\right)\right\rangle
=\frac23\left(3+\frac{15}{4}\right)=\frac92 .
$$

The answer came from a polynomial multiplying $\psi_0$, with no sum over excited states. The same structure survives in $D$ dimensions.

One qualification concerns the meaning of $E(F)$. For any $F\neq0$ the potential is unbounded below far from the nucleus, so the electron can eventually escape. The level is then a resonance, and $\alpha$ means the second-order coefficient in (3).

## The ground state in D dimensions

Let the position have $D\ge2$ Cartesian components, one of which is $z$. The attraction is kept as $-1/r$ for every $D$. This defines the model; only for $D=3$ is it also the potential that Gauss's law gives a point charge.

For a radial function $h(r)$, the gradient is $h'\,\mathbf r/r$. Taking its divergence, with $\nabla\cdot\mathbf r=D$, gives

$$
\nabla^2h=h''+\frac{D-1}{r}h'. \tag{5}
$$

Insert $\psi_0=e^{-\kappa r}$ into $H_0\psi_0=E_0\psi_0$:

$$
-\frac{\kappa^2}{2}+\frac{(D-1)\kappa}{2r}-\frac1r=E_0.
$$

The $1/r$ terms must cancel, so

$$
\kappa=\frac{2}{D-1},\qquad E_0=-\frac{\kappa^2}{2}=-\frac{2}{(D-1)^2}. \tag{6}
$$

This function is normalizable and has no node, so it is the ground state. Its decay length $1/\kappa$ grows with $D$.

## The first-order function

Equations (2)–(4) hold in any dimension. By symmetry, set $\psi_1=-z\,g(r)\psi_0$. Two derivatives are needed. First, from (5) and $\partial_zg=zg'/r$,

$$
\nabla^2(zg)=z\nabla^2g+2\partial_zg
=z\left(g''+\frac{D+1}{r}g'\right). \tag{7}
$$

Second, $\nabla\psi_0=-\kappa\psi_0\,\mathbf r/r$, so

$$
\nabla(zg)\cdot\nabla\psi_0=-\kappa\psi_0\,\partial_r(zg)
=-\kappa z\psi_0\left(\frac gr+g'\right). \tag{8}
$$

Use $u=-zg$ in (4). Both terms change sign, and the first equation in (2) becomes

$$
z\psi_0\left[\frac12\left(g''+\frac{D+1}{r}g'\right)-\kappa\left(g'+\frac gr\right)\right]=-z\psi_0.
$$

Cancel $z\psi_0$ and multiply by two:

$$
g''+\frac{D+1}{r}g'-2\kappa\left(g'+\frac gr\right)=-2. \tag{9}
$$

For $g=a+br$ the left side is $-4\kappa b+[(D+1)b-2\kappa a]/r$. Matching the constant and the $1/r$ term separately gives

$$
b=\frac1{2\kappa},\qquad a=\frac{(D+1)b}{2\kappa}=\frac{D+1}{4\kappa^2}. \tag{10}
$$

The resulting $\psi_1$ is regular and normalizable. Any other acceptable solution could differ from it only by a solution of $(H_0-E_0)\chi=0$, that is, by a multiple of $\psi_0$. Requiring $\langle\psi_0|\psi_1\rangle=0$ removes this freedom, and the odd function found here satisfies that condition.

## The polarizability

From (3), $\alpha=2\langle z^2g\rangle$. The ground state is isotropic and the squares of the $D$ coordinates add to $r^2$. Each coordinate therefore contributes equally, and

$$
\alpha=\frac2D\left(a\langle r^2\rangle+b\langle r^3\rangle\right). \tag{11}
$$

The radial volume element is proportional to $r^{D-1}dr$. The angular factor cancels in an average, so the Gamma integral gives

$$
\langle r^m\rangle=\frac{\int_0^\infty r^{D-1+m}e^{-2\kappa r}dr}{\int_0^\infty r^{D-1}e^{-2\kappa r}dr}
=\frac{\Gamma(D+m)}{\Gamma(D)(2\kappa)^m}. \tag{12}
$$

In particular,

$$
\langle r^2\rangle=\frac{D(D+1)}{4\kappa^2},\qquad
\langle r^3\rangle=\frac{D(D+1)(D+2)}{8\kappa^3}.
$$

Substitution of these and (10) into (11) gives

$$
\alpha=\frac{(D+1)^2}{8\kappa^4}+\frac{(D+1)(D+2)}{8\kappa^4}
=\frac{(D+1)(2D+3)}{8\kappa^4}. \tag{13}
$$

Finally, $\kappa^{-4}=(D-1)^4/16$ from (6), and

$$
\boxed{\alpha=\frac{(D-1)^4(D+1)(2D+3)}{128}} \tag{14}
$$

in atomic units. For $D=3$ the two parts in (13) are $16/8=2$ and $20/8=2.5$. Their sum is $4.5\ \text{bohr}^3$, or about $7.42\times10^{-41}\ \mathrm{C^2\,m^2/J}$.

For $D=2$, $\kappa=2$ and $\alpha=21/128\approx0.164$. The planar atom is more compact and more strongly bound, with $E_0=-2$ instead of $-1/2$ hartree, and it is much harder to polarize. If $D$ is treated as a continuous parameter, (14) tends to zero as $D\to1$ from above, because $1/\kappa$ vanishes. That limit is a statement about the formula, not a treatment of a one-dimensional atom.

## An effective potential for many dimensions

At large $D$, (14) behaves as $2D^6/128=D^6/64$. To find the mechanism, separate the field direction from the other $D-1$ directions. Let $\rho$ be the distance from the $z$ axis, so that $r^2=\rho^2+z^2$, and take $D\ge3$.

The field leaves rotations about the $z$ axis intact, and the state of interest depends on $\rho$ and $z$ alone. Equation (5), applied to $D-1$ dimensions, gives the transverse Laplacian $\partial_\rho^2+(m/\rho)\partial_\rho$, with $m=D-2$. Define $\psi=\rho^{-m/2}\Phi$. Then, with primes denoting $\partial_\rho$,

$$
\psi'=\rho^{-m/2}\left(\Phi'-\frac{m}{2\rho}\Phi\right),\qquad
\psi''=\rho^{-m/2}\left(\Phi''-\frac m\rho\Phi'+\frac{m(m+2)}{4\rho^2}\Phi\right).
$$

The first derivatives cancel in the sum:

$$
\psi''+\frac m\rho\psi'=\rho^{-m/2}\left[\Phi''-\frac{m(m-2)}{4\rho^2}\Phi\right]. \tag{15}
$$

The Hamiltonian acting on $\Phi$ is therefore

$$
H_\Phi=-\frac12\left(\partial_\rho^2+\partial_z^2\right)+\frac{(D-2)(D-4)}{8\rho^2}-\frac1{\sqrt{\rho^2+z^2}}+Fz. \tag{16}
$$

The volume element $\rho^{D-2}d\rho\,dz$ has been absorbed, so $|\Phi|^2$ is a density in the half-plane $(\rho,z)$. For $D>4$ the growth of that volume element appears as a repulsive barrier around the axis.

The barrier and the attraction balance at a distance of order $D^2$. Set

$$
\rho=\frac{D^2}{4}x,\qquad z=\frac{D^2}{4}\zeta,\qquad F=\frac{16}{D^4}f, \tag{17}
$$

and measure energy in units of $4/D^2$. Multiplying (16) by $D^2/4$ gives

$$
\frac{D^2}{4}H_\Phi=-\frac{2}{D^2}\left(\partial_x^2+\partial_\zeta^2\right)+\frac{(D-2)(D-4)}{2D^2x^2}-\frac1{\sqrt{x^2+\zeta^2}}+f\zeta. \tag{18}
$$

The kinetic term is that of a particle of mass $M=D^2/4$. As $D\to\infty$ at fixed $f$, this mass grows without limit while the potential tends to

$$
W(x,\zeta)=\frac1{2x^2}-\frac1{\sqrt{x^2+\zeta^2}}+f\zeta. \tag{19}
$$

For small $f$ this potential has a local minimum, and the state that grows out of the field-free ground state is concentrated near it when the mass is large. This is the sense in which the limit is classical.

## The harmonic displacement

At $f=0$ the minimum is at $x=1$, $\zeta=0$, where $W=-1/2$. The second derivatives there, with $s=\sqrt{x^2+\zeta^2}$, are

$$
W_{xx}=\frac3{x^4}+\frac1{s^3}-\frac{3x^2}{s^5}=1,\qquad
W_{\zeta\zeta}=\frac1{s^3}-\frac{3\zeta^2}{s^5}=1,\qquad
W_{x\zeta}=-\frac{3x\zeta}{s^5}=0. \tag{20}
$$

To second order in the displacements,

$$
W\simeq-\frac12+\frac12(x-1)^2+\frac12\zeta^2+f\zeta
=-\frac12+\frac12(x-1)^2+\frac12(\zeta+f)^2-\frac{f^2}{2}. \tag{21}
$$

The minimum moves to $\zeta=-f$ and its energy falls by $f^2/2$. In the original units the equilibrium distance from the axis is $\rho_0=D^2/4$, and

$$
z=-\frac{D^2}{4}\,\frac{FD^4}{16}=-\frac{D^6}{64}F,\qquad
\Delta E=-\frac4{D^2}\,\frac12\left(\frac{FD^4}{16}\right)^2=-\frac12\,\frac{D^6}{64}F^2. \tag{22}
$$

Both results identify the same polarizability:

$$
\alpha\to\frac1k,\qquad k=\frac1{\rho_0^3}=\frac{64}{D^6}. \tag{23}
$$

The spring is the nuclear attraction itself. When the electron is at distance $\rho_0$ from the axis and is displaced by a small $z$, the component of the attraction along the axis is $-z/\rho_0^3$. The field force $-F$ is balanced at $z=-F/k$.

The quantum mean position obeys a corresponding law at every $D$. To first order in $F$, $\langle z\rangle_F=2F\langle\psi_0|z|\psi_1\rangle/\langle\psi_0|\psi_0\rangle=2FE_2=-\alpha F$. The large-$D$ limit supplies a classical value for $\alpha$ in this relation.

## Fluctuations and the lowest excitation

A harmonic oscillator has more properties than its stiffness. With unit mass and stiffness $k$, its frequency is $\omega=\sqrt k=8/D^3$, and its zero-point spread is $\langle z^2\rangle=1/(2\omega)=D^3/16$. The atom's spread follows from (12):

$$
\langle z^2\rangle=\frac{\langle r^2\rangle}{D}=\frac{(D+1)(D-1)^2}{16}\to\frac{D^3}{16}. \tag{24}
$$

Relative to $\rho_0$, the width $\langle z^2\rangle^{1/2}$ tends to $D^{-1/2}$. It shrinks in scaled units although it grows in bohr.

The lowest state that $z$ can reach from the ground state is $\phi=ze^{-\kappa'r}$. Equation (7) with $g=e^{-\kappa'r}$ shows that the $1/r$ terms cancel for $\kappa'=2/(D+1)$. The energy is $-\kappa'^2/2$, and the gap is

$$
\Delta=\frac2{(D-1)^2}-\frac2{(D+1)^2}=\frac{8D}{(D^2-1)^2}\to\frac8{D^3}=\omega. \tag{25}
$$

In an oscillator, $z$ connects the ground state to the first excited state alone. The atom should approach this behaviour. The squared matrix element between normalized states is

$$
|z_{10}|^2=\frac{I^2}{D\,N_0N_1},\quad
I=\frac{\Gamma(D+2)}{(\kappa+\kappa')^{D+2}},\quad
N_0=\frac{\Gamma(D)}{(2\kappa)^D},\quad
N_1=\frac{\Gamma(D+2)}{(2\kappa')^{D+2}}.
$$

Here $I$, $N_0$ and $N_1$ are radial integrals. The angular average $1/D$ occurs twice in the squared overlap and once in the norm of $\phi$. Since $\kappa+\kappa'=4D/(D^2-1)$, the ratios $2\kappa/(\kappa+\kappa')$ and $2\kappa'/(\kappa+\kappa')$ are $(D+1)/D$ and $(D-1)/D$. Thus

$$
|z_{10}|^2=(D+1)\left(1-\frac1{D^2}\right)^D\frac{(D-1)^2}{D^2}\,\frac{(D^2-1)^2}{16D^2}. \tag{26}
$$

This excitation contributes $2|z_{10}|^2/\Delta$ to the second-order sum for $\alpha$. Dividing by (14) gives its share:

$$
S=\frac{2(D-1)^2(D+1)^4}{D^5(2D+3)}\left(1-\frac1{D^2}\right)^D
=1-\frac1{2D}+O(D^{-2}). \tag{27}
$$

The $1/D$ coefficient is $-2+4-\tfrac32-1=-\tfrac12$; the last $-1$ comes from the power $D$. The response therefore becomes that of a single oscillator transition.

## How large must D be?

The ratio of the full result to its limit is

$$
\frac{\alpha}{D^6/64}=\left(1-\frac1D\right)^4\left(1+\frac1D\right)\left(1+\frac3{2D}\right)
=1-\frac3{2D}+O(D^{-2}). \tag{28}
$$

The following values show the approach.

| $D$ | $\alpha$ (a.u.) | $D^6/64$ (a.u.) | ratio | $S$ |
|---:|---:|---:|---:|---:|
| 3 | 4.5 | 11.39 | 0.395 | 0.658 |
| 10 | 12968 | 15625 | 0.830 | 0.933 |
| 100 | $1.5387\times10^{10}$ | $1.5625\times10^{10}$ | 0.985 | 0.995 |

In three dimensions the classical value is about 2.5 times too large, and roughly a third of the response comes from states above the lowest excitation. The limit explains the power and coefficient of $D^6$; it is not a useful estimate for the ordinary atom. The numerical output lists further dimensions, where sums over numerically computed states agree with (14).

For a concrete displacement, take $D=100$ and $f=0.05$. Then $\rho_0=100^2/4=2500$ bohr and $F=16(0.05)/100^4=8.0\times10^{-9}$ atomic units. Linear response gives

$$
\langle z\rangle_F=-(1.5387\times10^{10})(8.0\times10^{-9})\approx-123.1\ \text{bohr},
$$

against $-0.05\times2500=-125$ bohr from the classical spring. Both numbers keep only the term linear in the field. At this $f$ the nonlinear terms add about 1.5% to each: the mean position from (18) is about $-125.0$ bohr and the minimum of (19) lies at about $-126.9$ bohr, so the gap between quantum and classical values stays near 1.5%. The zero-field width is $248.7$ bohr, about twice the displacement. The centre of the distribution follows the classical law even though the shift is hidden within its width. For the shift to exceed the width, $f$ must be larger than about $D^{-1/2}$, which is $0.1$ here.

## Where the harmonic picture ends

The order of limits matters. At fixed $F$, the scaled field $f=FD^4/16$ grows with $D$ and the small-displacement expansion fails. At fixed $f$, the potential (19) also shows when the linear law breaks down. Its stationary points satisfy

$$
x^4=s^3,\qquad \zeta=-fs^3. \tag{29}
$$

Insert these into $s^2=x^2+\zeta^2$ to obtain $s^2=s^{3/2}+f^2s^6$, or

$$
f^2=s^{-4}-s^{-9/2}. \tag{30}
$$

For weak fields, (30) gives $s\simeq1+2f^2$. Hence $x=s^{3/4}\simeq1+\tfrac32f^2$ and $\zeta\simeq-f(1+6f^2)$. At $f=0.05$ these expressions give $x\simeq1.00375$ and $\zeta\simeq-0.05075$; direct minimization gives $1.00384$ and $-0.05077$. The displacement is already 1.5% larger than the linear value.

The right side of (30) rises from zero at $s=1$, reaches a maximum, and then falls. Setting its derivative to zero gives $4s^{-5}=\tfrac92s^{-11/2}$, so $s^{1/2}=9/8$ and

$$
f_c=\frac13\left(\frac{64}{81}\right)^2=\frac{4096}{19683}\approx0.208. \tag{31}
$$

For $0<f<f_c$ there are two stationary points: the minimum that began at $s=1$, and a saddle farther out. They merge at $f_c$, and above it the classical electron has no equilibrium. Below $f_c$ the minimum is still only local, because $W$ falls without bound as $\zeta\to-\infty$ for $f>0$. At finite $D$ the electron can tunnel out, which is the large-$D$ form of the resonance noted at the start.

## Calculated quantities

```
D=3: kappa = 1.0000, E0 = -0.5000 hartree
D=3: a = 1.0000, b = 0.5000 (atomic units)
D=3: <r^2> = 3.0000 bohr^2, <r^3> = 7.5000 bohr^3
D=3: part from a = 2.0000, part from b = 2.5000 bohr^3
D=3: alpha = 4.5000 bohr^3 = 7.41950e-41 C^2 m^2/J
Polarizabilities in atomic units; share = lowest excitation
D, alpha(sum), alpha(formula), D^6/64, ratio, share
  2 0.1640625 0.1640625 1 0.16406 0.40681
  3 4.5 4.5 11.390625 0.39506 0.65769
  4 34.804688 34.804688 64 0.54382 0.77152
  5 156 156 244.14062 0.63898 0.83237
 10 12968.227 12968.227 15625 0.82997 0.93263
 30 10791561 10791561 11390625 0.94741 0.98139
100 1.5386797e+10 1.5386797e+10 1.5625e+10 0.98475 0.99482
D=100: D*(1-ratio) = 1.5245, D*(1-share) = 0.5175
D=100: lowest gap = 8.001600e-06, 8/D^3 = 8.000000e-06 hartree
D=100: rho0 = 2500.0 bohr, scaled field f = 0.050
D=100: field F = 8.000e-09 atomic units
D=100: linear-response mean z = -123.094 bohr
D=100: classical harmonic z = -125.000 bohr
D=100: zero-point width = 248.734 bohr
D=100: width/rho0 = 0.09949, D^(-1/2) = 0.10000
Scaled stiffness: k_x = 1.00000, k_zeta = 1.00000
f=0.05: scaled minimum x = 1.003840, zeta = -0.050772
f=0.05: scaled energy shift = -0.00125956, -f^2/2 = -0.00125000
Limiting scaled field: numerical 0.208094, formula 0.208098
Scaled zeta at limiting field: -0.4238
```
